\section*{Multipole decomposition of the Gaunt and Breit operators in jj coupling}

A four-component atomic calculation that goes beyond the Coulomb repulsion with a frequency-independent operator usually takes either the Gaunt or the Breit form, and the choice fixes which radial integrals must be evaluated. Gaunt needs Slater-type integrals with kernels of rank $k-1$, $k$ and $k+1$ over products $P_aQ_c$ and $Q_aP_c$. Breit needs the same integrals with changed weights and, in addition, a half-range integral that couples rank $k-1$ on one electron to rank $k+1$ on the other. The decomposition also shows in which matrix elements the two operators differ, and so for which energies the choice matters.

Hartree atomic units are used, with $c=1/\alpha$ and $[k]=2k+1$. With $\mathbf u=\mathbf r_1-\mathbf r_2$, the operators, both in their frequency-independent form, are
\begin{equation}
g_G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{u},\qquad
g_B=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf u})(\boldsymbol\alpha_2\cdot\hat{\mathbf u})}{2u}.
\end{equation}
Since $\partial_{1i}u=\hat u_i$ and $\partial_{2j}\hat u_i=-(\delta_{ij}-\hat u_i\hat u_j)/u$, they are related by
\begin{equation}\label{gb}
g_B=g_G-\tfrac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,u ,
\end{equation}
where the gradients act on $u$ alone; the last term is the gauge term. The orbitals are $\psi=r^{-1}(P\,\Omega_{\kappa m},\,iQ\,\Omega_{-\kappa m})$ with real $P$ and $Q$, which need not solve any equation until that is stated. Here $\Omega_{\kappa m}=\sum_\mu\langle l\,m{-}\mu\,\tfrac12\mu|jm\rangle Y_{l,m-\mu}\chi_\mu$ with Condon--Shortley phases, $j=|\kappa|-\tfrac12$, $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$, so that $\boldsymbol\sigma\cdot\mathbf L=J^2-L^2-\tfrac34$ has the eigenvalue $-(\kappa+1)$. Because $\boldsymbol\alpha$ is off-diagonal with blocks $\boldsymbol\sigma$, the transition current is
\begin{equation}\label{j}
\mathbf j_{ac}=\psi_a^\dagger\boldsymbol\alpha\psi_c=\frac{i}{r^2}\left[P_aQ_c\,\Omega^\dagger_{\kappa_a}\boldsymbol\sigma\Omega_{-\kappa_c}-Q_aP_c\,\Omega^\dagger_{-\kappa_a}\boldsymbol\sigma\Omega_{\kappa_c}\right],
\end{equation}
the minus sign coming from the conjugate of $i$ in $\psi_a^\dagger$. Then $\langle ab|g|cd\rangle=-\iint\mathbf j_{ac}(1)\cdot\mathsf K\cdot\mathbf j_{bd}(2)$, with the dyadics $\mathsf K_G=\mathsf 1/u$ and $\mathsf K_B=\mathsf K_G+\tfrac12\nabla_1\nabla_2u$.

Both dyadics are expanded in vector harmonics $\mathbf Y_{k\nu q}$ of total rank $k$ whose Cartesian components are spherical harmonics of rank $\nu$. Let $Y=Y_{kq}$ and let $\nabla_\Omega=r\nabla$ on functions of angle, so that $\mathbf L=-i\hat{\mathbf r}\times\nabla_\Omega$. The components of $\nabla(r^kY)=r^{k-1}(k\hat{\mathbf r}Y+\nabla_\Omega Y)$ are harmonic and homogeneous of degree $k-1$, hence of rank $k-1$; those of $\nabla(r^{-k-1}Y)=r^{-k-2}(\nabla_\Omega Y-(k+1)\hat{\mathbf r}Y)$ have degree $-k-2$, hence rank $k+1$; those of $\mathbf LY$ have rank $k$. The fields $\hat{\mathbf r}Y$ and $\nabla_\Omega Y$ are perpendicular with squared norms $1$ and $k(k+1)$, and $k^2+k(k+1)=k[k]$, $(k+1)^2+k(k+1)=(k+1)[k]$. The normalized functions are therefore
\begin{equation}\label{Y}
\mathbf Y_{k,k-1,q}=\frac{k\hat{\mathbf r}Y+\nabla_\Omega Y}{\sqrt{k[k]}},\quad
\mathbf Y_{kkq}=\frac{\mathbf LY}{\sqrt{k(k+1)}},\quad
\mathbf Y_{k,k+1,q}=\frac{\nabla_\Omega Y-(k+1)\hat{\mathbf r}Y}{\sqrt{(k+1)[k]}},
\end{equation}
and this fixes their phases. At $k=0$ the first two do not exist. From $Y^*_{kq}=(-1)^qY_{k,-q}$ and $\mathbf L^*=-\mathbf L$ follows $\mathbf Y^*_{k\nu q}=(-1)^q\eta_\nu\mathbf Y_{k\nu,-q}$, with $\eta_k=-1$ and $\eta_{k\pm1}=+1$. For fixed $\nu$ the functions with $k=\nu-1,\nu,\nu+1$ are orthonormal, being eigenfunctions of orbital plus vector-index angular momentum, and there are $3[\nu]$ of them (three, with $k=1$, at $\nu=0$), as many as products of a unit vector with $Y_{\nu m}$. They span the same space, so $\mathsf 1\sum_mY_{\nu m}(1)Y^*_{\nu m}(2)=\sum_{kq}\mathbf Y_{k\nu q}(1)\mathbf Y^*_{k\nu q}(2)$, and the Laplace expansion of $1/u$ gives
\begin{equation}\label{KG}
\mathsf K_G=\sum_{k\nu q}\frac{4\pi}{[\nu]}\,U_\nu\,\mathbf Y_{k\nu q}(1)\mathbf Y^*_{k\nu q}(2),\qquad U_\nu=\frac{r_<^\nu}{r_>^{\nu+1}}.
\end{equation}

The gauge term needs the Legendre expansion $u=\sum_kf_k\mathcal P_k(x)$, $x=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$. Write $u=u^2/u=(r_<^2+r_>^2-2r_<r_>x)\sum_\nu U_\nu \mathcal P_\nu$ and use $[\nu]x\mathcal P_\nu=(\nu+1)\mathcal P_{\nu+1}+\nu \mathcal P_{\nu-1}$. The coefficient of $\mathcal P_k$ is
\begin{equation}\label{f}
f_k=(r_<^2+r_>^2)U_k-2r_<r_>\Big[\frac{kU_{k-1}}{2k-1}+\frac{(k+1)U_{k+1}}{2k+3}\Big]=\frac{r_<^{k+2}}{(2k+3)r_>^{k+1}}-\frac{r_<^k}{(2k-1)r_>^{k-1}}.
\end{equation}
At $r_1=r_2$ the derivative $\partial f_k/\partial r_1$ is $\frac{k+2}{2k+3}-\frac{k}{2k-1}$ from inside and $-\frac{k+1}{2k+3}+\frac{k-1}{2k-1}$ from outside; the difference is $1-1=0$, so one derivative in each radius produces no delta function. Solving \eqref{Y} for $\hat{\mathbf r}Y$ and $\nabla_\Omega Y$ gives $[k]\hat{\mathbf r}Y=A-B$ and $[k]\nabla_\Omega Y=(k+1)A+kB$, with $A=\sqrt{k[k]}\,\mathbf Y_{k,k-1,q}$ and $B=\sqrt{(k+1)[k]}\,\mathbf Y_{k,k+1,q}$. Inserted in $\nabla(fY)=f'\hat{\mathbf r}Y+(f/r)\nabla_\Omega Y$, this yields
\begin{equation}\label{grad}
\nabla(fY)=\sqrt{k/[k]}\;D_-f\,\mathbf Y_{k,k-1,q}-\sqrt{(k+1)/[k]}\;D_+f\,\mathbf Y_{k,k+1,q},
\end{equation}
with $D_-=\partial_r+(k+1)/r$ and $D_+=\partial_r-k/r$, so that $D_-r^n=(n+k+1)r^{n-1}$ and $D_+r^n=(n-k)r^{n-1}$. Take $r_1<r_2$. On $r_1^{k+2}$ and $r_1^k$, $D_-$ gives the factors $2k+3$ and $[k]$, and $D_+$ gives $2$ and $0$. On $r_2^{-k-1}$ and $r_2^{1-k}$, $D_-$ gives $0$ and $2$, and $D_+$ gives $-[k]$ and $1-2k$. Multiplying these factors term by term in \eqref{f},
\begin{align}
D_-^{(1)}D_-^{(2)}f_k&=-\frac{2[k]}{2k-1}U_{k-1}, & D_+^{(1)}D_+^{(2)}f_k&=-\frac{2[k]}{2k+3}U_{k+1},\nonumber\\
D_-^{(1)}D_+^{(2)}f_k&=[k](U_{k-1}-U_{k+1}), & D_+^{(1)}D_-^{(2)}f_k&=0 .\label{DD}
\end{align}
For $r_1>r_2$ the labels are exchanged. Now $u=\sum_{kq}(4\pi/[k])f_kY_{kq}(1)Y^*_{kq}(2)$, and \eqref{grad} applies to both factors. In $\tfrac12\nabla_1\nabla_2u$ the coefficient of $\mathbf Y_{k,k-1}\mathbf Y^*_{k,k-1}$ is $\frac12\frac{4\pi}{[k]}\frac{k}{[k]}\frac{-2[k]}{2k-1}U_{k-1}$, which is $-k/[k]$ times the Gaunt coefficient in \eqref{KG} and leaves the fraction $(k+1)/[k]$ of it. For $\nu=k+1$ the same steps remove $(k+1)/[k]$ and leave $k/[k]$. A gradient has no $\nu=k$ part, so that term is unchanged. The mixed products carry $-\sqrt{k(k+1)}/[k]$ from \eqref{grad} and give the cross kernel
\begin{equation}\label{cr}
-\frac{2\pi\sqrt{k(k+1)}}{[k]}\,(U_{k-1}-U_{k+1})\,\theta(r_2-r_1)\,\mathbf Y_{k,k-1,q}(1)\mathbf Y^*_{k,k+1,q}(2)
\end{equation}
and its mirror, with $\theta(r_1-r_2)\mathbf Y_{k,k+1,q}(1)\mathbf Y^*_{k,k-1,q}(2)$. The electron in the rank $k-1$ channel is the inner one in both.

The angular integrals rest on two properties of $\Omega_{\kappa m}$, both read off on the $z$ axis, where $Y_{lm}=\delta_{m0}\sqrt{[l]/4\pi}$. The coefficient $\langle l0\tfrac12,\pm\tfrac12|j,\pm\tfrac12\rangle$ is $\sqrt{|\kappa|/[l]}$ for $\kappa<0$ and $\mp\sqrt{|\kappa|/[l]}$ for $\kappa>0$, so $\Omega_{\kappa,\pm1/2}(\hat{\mathbf z})=s_\pm\sqrt{[j]/8\pi}\,\chi_\pm$ with $s_\pm=1$ or $\mp1$, and the spinors with $|m|>\tfrac12$ vanish there. The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, reverses parity and squares to one, so it maps $\Omega_{\kappa m}$ to a constant times $\Omega_{-\kappa m}$, and $\sigma_z\chi_\pm=\pm\chi_\pm$ fixes $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. For $C_{kq}=\sqrt{4\pi/[k]}\,Y_{kq}$ the Wigner--Eckart theorem gives $\langle1|C_{kq}|2\rangle=(-1)^{j_1-m_1}\left(\begin{smallmatrix}j_1&k&j_2\\-m_1&q&m_2\end{smallmatrix}\right)c$. Expand $\Omega_1^\dagger\Omega_2=\sum_{k}([k]/4\pi)\langle1|C_{kq}|2\rangle C^*_{kq}$, go to the axis, where $C_{kq}=\delta_{q0}$, multiply by the phase and 3j symbol of rank $k$ at $m_1=m_2=m$ and sum over $m$. Orthogonality of the 3j symbols leaves $c/4\pi$ on the right. On the left $m=\pm\tfrac12$ survive, and reversing the signs of the projections gives $(-1)^{j_1+j_2+k}$:
\begin{equation}
c=\tfrac12\sqrt{[j_1][j_2]}\,(-1)^{j_1-1/2}\left(\begin{smallmatrix}j_1&k&j_2\\-1/2&0&1/2\end{smallmatrix}\right)\left[s_+s'_+-(-1)^{j_1+j_2+k}s_-s'_-\right].
\end{equation}
For equal signs of $\kappa_1,\kappa_2$ one has $j_1+j_2=l_1+l_2\pm1$ and the bracket is $1+(-1)^{l_1+l_2+k}$; for opposite signs $j_1+j_2=l_1+l_2$ and it is the negative of that. Exchanging the last two columns multiplies by $(-1)^{j_1+j_2+k}$, which is $-1$ and $+1$ in the two surviving cases. Thus $c=0$ for odd $l_1+l_2+k$ and otherwise, in both cases,
\begin{equation}
c=c_k(1,2)=(-1)^{j_1+1/2}\sqrt{[j_1][j_2]}\left(\begin{smallmatrix}j_1&j_2&k\\-1/2&1/2&0\end{smallmatrix}\right).
\end{equation}
Let $d^k_q(1,2)$ be the Wigner--Eckart expression with $c_k$, which depends on $j$ and $m$ alone; the parity rule is kept apart.

The three fields in \eqref{Y} are now contracted with $\boldsymbol\sigma$. First, $\langle\kappa_1|\sigma_rY|\kappa_2\rangle=-\langle-\kappa_1|Y|\kappa_2\rangle$. Second, $\boldsymbol\sigma\cdot(\mathbf LY)=[\boldsymbol\sigma\cdot\mathbf L,Y]$ has the element $[-(\kappa_1+1)+(\kappa_2+1)]\langle\kappa_1|Y|\kappa_2\rangle$. Third, $\nabla_\Omega=-i\hat{\mathbf r}\times\mathbf L$ and $\sigma_r\,\boldsymbol\sigma\cdot\mathbf L=i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf L)$, because $\hat{\mathbf r}\cdot\mathbf L=0$, so $\boldsymbol\sigma\cdot\nabla_\Omega Y=-\sigma_r\,\boldsymbol\sigma\cdot(\mathbf LY)$; $\sigma_r$ acting to the left turns $\kappa_1$ into $-\kappa_1$ and cancels the sign, giving $(\kappa_1+\kappa_2)\langle-\kappa_1|Y|\kappa_2\rangle$. Hence $\langle\kappa_1|\boldsymbol\sigma\cdot\mathbf Y_{k\nu q}|\kappa_2\rangle$ equals
\begin{equation}\label{sY}
\frac{\kappa_1+\kappa_2-k}{\sqrt{k[k]}}\langle-\kappa_1|Y|\kappa_2\rangle,\quad
\frac{\kappa_2-\kappa_1}{\sqrt{k(k+1)}}\langle\kappa_1|Y|\kappa_2\rangle,\quad
\frac{\kappa_1+\kappa_2+k+1}{\sqrt{(k+1)[k]}}\langle-\kappa_1|Y|\kappa_2\rangle
\end{equation}
for $\nu=k-1,k,k+1$. In \eqref{j} the pair $(\kappa_1,\kappa_2)$ is $(\kappa_a,-\kappa_c)$ for $P_aQ_c$ and $(-\kappa_a,\kappa_c)$ for $-Q_aP_c$. With $\Delta=\kappa_a-\kappa_c$ the sum $\kappa_1+\kappa_2$ is $\Delta$ and $-\Delta$, and $\kappa_2-\kappa_1$ is $-(\kappa_a+\kappa_c)$ and $+(\kappa_a+\kappa_c)$. For $\nu=k\pm1$ the scalar elements are $\langle-\kappa_a|Y|-\kappa_c\rangle$ and $\langle\kappa_a|Y|\kappa_c\rangle$, equal because $\sigma_r^2=1$ and nonzero for even $l_a+l_c+k$ (electric, the Coulomb rule). For $\nu=k$ both equal $\langle-\kappa_a|Y|\kappa_c\rangle$; $\kappa\to-\kappa$ changes $l$ by one, so $l_a+l_c+k$ must be odd (magnetic). At given $k$ a pair of orbitals thus has rank $k$ or ranks $k\pm1$, not both. With $q=m_a-m_c$,
\begin{equation}
\int\mathbf j_{ac}\cdot\mathbf Y_{k\nu q}\,d\Omega=\frac{i}{r^2}\sqrt{\frac{[k]}{4\pi}}\,d^k_q(a,c)\left\{\frac{M_{ac}}{\sqrt{k[k]}},\ -\frac{(\kappa_a+\kappa_c)V_{ac}}{\sqrt{k(k+1)}},\ \frac{N_{ac}}{\sqrt{(k+1)[k]}}\right\},
\end{equation}
\begin{align}
V_{ac}&=P_aQ_c+Q_aP_c,\qquad M_{ac}=(\Delta-k)P_aQ_c+(\Delta+k)Q_aP_c,\nonumber\\
N_{ac}&=(\Delta+k+1)P_aQ_c+(\Delta-k-1)Q_aP_c .\label{VMN}
\end{align}

In the matrix element the sign of the operator and $i^2$ multiply to $+1$, the second electron brings $(-1)^q\eta_\nu$, and the factors $r^{-2}$ cancel the volume elements. Define $R^\nu[f,g]=\iint f(r_1)U_\nu g(r_2)\,dr_1dr_2$ and $S[M,N]=\iint_{r<s}M(r)(U_{k-1}-U_{k+1})N(s)\,dr\,ds$. The diagonal prefactor is $(4\pi/[\nu])([k]/4\pi)=[k]/[\nu]$, and the cross prefactor is $-\frac{2\pi\sqrt{k(k+1)}}{[k]}\frac{[k]}{4\pi}\frac{1}{[k]\sqrt{k(k+1)}}=-\frac{1}{2[k]}$. The result is $\langle ab|g|cd\rangle=\sum_kA_kX_k$ with $A_k=(-1)^qd^k_q(a,c)d^k_{-q}(b,d)$, the same form as for the Coulomb repulsion, whose radial factor is $X^C_k=R^k[\rho_{ac},\rho_{bd}]$, $\rho_{ac}=P_aP_c+Q_aQ_c$, in electric channels. When both pairs are magnetic and $k\ge1$,
\begin{equation}\label{mag}
X^G_k=X^B_k=-\frac{(\kappa_a+\kappa_c)(\kappa_b+\kappa_d)}{k(k+1)}R^k[V_{ac},V_{bd}],
\end{equation}
where the sign is $\eta_k$. When both are electric,
\begin{align}
X^G_k&=X_-+X_+,\qquad X^B_k=\frac{k+1}{2k+1}X_-+\frac{k}{2k+1}X_++X_\times,\nonumber\\
X_-&=\frac{R^{k-1}[M_{ac},M_{bd}]}{k(2k-1)},\qquad X_+=\frac{R^{k+1}[N_{ac},N_{bd}]}{(k+1)(2k+3)},\nonumber\\
X_\times&=-\frac{S[M_{ac},N_{bd}]+S[M_{bd},N_{ac}]}{2(2k+1)} .\label{el}
\end{align}
Neither kernel joins $\nu=k$ to $\nu=k\pm1$, so a magnetic pair with an electric pair gives zero.

At $k=0$, $X_-$ and $X_\times$ are absent and the weight of $X_+$ vanishes, so $X^B_0=0$ while $X^G_0=R^1[N,N]/3$ can be finite. When $a$ and $c$ share $\kappa$, $P$ and $Q$, then $\Delta=0$ and $M=N=0$: such direct elements are magnetic, have odd $k$, and are the same for both operators. Summed over the $m$ of a closed subshell they vanish, since $\sum_m(-1)^{j-m}\left(\begin{smallmatrix}j&k&j\\-m&0&m\end{smallmatrix}\right)=\sqrt{[j]}\,\delta_{k0}$, so the first-order energy of a closed-shell determinant comes from exchange elements.

The gauge term has a simple form when all four orbitals are eigenfunctions of one Dirac Hamiltonian $c\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+v(r)$ with a local $v$. Then $c\boldsymbol\alpha\cdot\nabla\psi_c=i[\epsilon_c-v-(\beta-1)c^2]\psi_c$; adding the adjoint equation for $a$ cancels $v$ and $\beta$, so $c\nabla\cdot\mathbf j_{ac}=i(\epsilon_c-\epsilon_a)\psi_a^\dagger\psi_c$. Two partial integrations in \eqref{gb}, without surface terms for bound states, give $-\tfrac12\iint(\nabla\cdot\mathbf j_{ac})u(\nabla\cdot\mathbf j_{bd})$, and $i^2=-1$ leads, in electric channels, to
\begin{equation}\label{ga}
X^B_k-X^G_k=\frac{(\epsilon_c-\epsilon_a)(\epsilon_d-\epsilon_b)}{2c^2}F_k,\qquad F_k=\iint\rho_{ac}f_k\,\rho_{bd}\,dr_1dr_2 .
\end{equation}
A nonlocal exchange operator does not cancel in the divergence, so \eqref{ga} fails for Dirac--Fock orbitals while \eqref{el} still holds.

For two electrons coupled to $J$, summing $A_k$ over two pairs of Clebsch--Gordan coefficients is the contraction of four 3j symbols that defines the 6j symbol, and $A_k$ is replaced by
\begin{equation}\label{w}
w_k(abcd)=(-1)^{j_b+j_c+J}\left\{\begin{smallmatrix}j_a&j_b&J\\j_d&j_c&k\end{smallmatrix}\right\}c_k(a,c)c_k(b,d).
\end{equation}
Exchanging the electrons turns $|ab\,J\rangle$ into $(-1)^{j_a+j_b-J}|ba\,J\rangle$ by the symmetry of the coupling coefficient, so for different subshells the antisymmetric state has $E=\sum_k[w_kX_k](abab)-(-1)^{j_a+j_b-J}\sum_k[w_kX_k](abba)$. For one subshell with even $J$ the coupled product is already antisymmetric and $E$ is the first sum alone.

The example is helium-like Br$^{33+}$, $Z=35$, $c=137.035999$, in first order with unscreened point-nucleus Dirac orbitals. These obey $c(P'+\kappa P/r)=(\epsilon+2c^2+Z/r)Q$ and $c(Q'-\kappa Q/r)=-(\epsilon+Z/r)P$. The solutions are $r^\gamma e^{-\lambda r}$ times polynomials of degree $n_r=n-|\kappa|$, found by matching powers of $r$, with $\gamma=\sqrt{\kappa^2-Z^2/c^2}$, $\epsilon+c^2=c^2[1+Z^2/c^2(n_r+\gamma)^2]^{-1/2}$ and $\lambda=(\epsilon+c^2)Z/c^2(n_r+\gamma)$. This gives $\epsilon=-622.82851$, $-156.35807$ and $-153.75444\,E_h$ for $1s$, $2p_{1/2}$ and $2p_{3/2}$. Each integral over $r<s$ was reduced by $r=st$; the $s$ integral is a gamma function, and the $t$ integral was done by 64-point Gauss--Legendre quadrature in $\sqrt t$.

For $1s^2$ the one channel is magnetic $k=1$, with $V=2PQ$ and $X_1=-\tfrac42R^1[V,V]=-8R^1[PQ,PQ]$. The 6j symbol is $\tfrac12$, $c_1^2=4\cdot\tfrac16$ and the phase is $-1$, so $w_1=-\tfrac13$ and $E=\tfrac83R^1=\tfrac83(0.218344)=0.58225\,E_h=15.84$ eV for both operators, positive and small beside the Coulomb $22.423\,E_h$. To leading order in $Z/c$, $P=2Z^{3/2}re^{-Zr}$, $Q=(P'-P/r)/2c=-ZP/2c$, and
\begin{equation}
R^1=\frac{8Z^8}{c^2}\int_0^\infty r^3e^{-2Zr}\frac{e^{-2Zr}}{2Z}\,dr=\frac{8Z^8}{c^2}\frac{6}{2Z(4Z)^4}=\frac{3Z^3}{32c^2},
\end{equation}
so $E\to Z^3/4c^2=0.570788\,E_h$. The computed value exceeds this limit by a factor $1.0201$ at $Z=35$ and $1.000016$ at $Z=1$; both excesses are about $0.3(Z/c)^2$.

The levels $(1s2p_{1/2})_{0}$ and $(1s2p_{3/2})_{2}$ are each the sole state of their $J$ in $1s2p$. In exchange elements \eqref{VMN} gives $M_{ba}=-M_{ab}$, $N_{ba}=-N_{ab}$ and $V_{ba}=V_{ab}$. Below $a=1s$, $x=P_aQ_b$, $y=Q_aP_b$, weights include the exchange sign, and energies are in $E_h$. For $J=0$, $\kappa_b=1$. The direct $k=1$ term is $-(-2)(2)/2=2$ times $R^1[V_{aa},V_{bb}]=-0.148115$, that is $-0.296230$, with weight $-\tfrac13$. Exchange at $k=0$ would be magnetic and is absent. Exchange at $k=1$ has weight $-\tfrac13$, $\Delta=-2$, $M=-3x-y$, $N=-4y$, and
\begin{align}
X_-&=-(9R^0[x,x]+6R^0[x,y]+R^0[y,y])\nonumber\\
&=-(9\cdot0.077110-6\cdot0.058954+0.050064)=-0.3903,\nonumber\\
X_+&=-16(0.022540)/10=-0.036064,\quad X_\times=-2(0.265021)/6=-0.088340 .\nonumber
\end{align}
With the unrounded $X_-=-0.390335$, $X^G=-0.426400$ and $X^B=\tfrac23X_-+\tfrac13X_++X_\times=-0.360585$. The shifts are $(0.296230+0.426400)/3=0.240877$ for Gaunt and $(0.296230+0.360585)/3=0.218938$ for Breit. The cross term is a quarter of $X^B$. Equation \eqref{ga} gives the difference as $-(466.4704)^2F_1/2c^2=-5.7936(-0.0113598)=0.06581$, as does $X^B-X^G$.

For $J=2$, $\kappa_b=-2$, and \eqref{w} gives the weights $\tfrac1{15}$ (direct, $k=1$), $-\tfrac13$ and $-\tfrac1{25}$ (exchange, $k=1,2$). The direct term is $-(-2)(-4)/2=-4$ times $0.112464$, or $-0.44986$. At $k=1$, $\Delta=1$, $M=2y$, $N=3x-y$, so $X_-=-4(0.046200)=-0.18480$, $X_+=-(9\cdot0.005101-6\cdot0.010331+0.020924)/10=-0.00048$ and $X_\times=2(0.012162)/6=0.004054$, giving $X^G=-0.185284$ and $X^B=-0.119307$. To leading order $Q_b=(P_b'-2P_b/r)/2c=-ZP_b/4c$, so $M=-(Z/c)P_aP_b$ and $N=-(Z/4c)P_aP_b$; the factor $\tfrac1{16}$ in $N^2$, the denominator $10$ and $U_2\le U_0$ keep $|X_+|$ below $|X_-|/160$ at that order. At $k=2$ the channel is magnetic: $-\tfrac96(0.005101+2\cdot0.010331+0.020924)=-0.07003$. The Gaunt shift is $-0.029991+0.061761+0.002801=0.03457$, and Breit replaces the middle term by $0.039769$, giving $0.01258$. The $1s$--$2s$ exchange element at $k=0$ is $-0.007649$ for Gaunt and zero for Breit.

The gauge term lowers the two levels by $0.02194$ and $0.02199\,E_h$, about $0.6$ eV, which is $9\%$ of the Gaunt shift for $J=0$ and $64\%$ for $J=2$, and it does not move $1s^2$. It therefore enters the excitation energies from $1s^2$ in full, but nearly cancels in the interval. By \eqref{ga} both lowerings are $\tfrac13(\epsilon_b-\epsilon_a)^2|F_1|/2c^2$, with the same nonrelativistic limit; here the prefactor rises from $5.7936$ to $5.8585$ and $|F_1|$ falls from $0.0113598$ to $0.0112618$ bohr, a net change of $0.25\%$. The interval is $2.603625$ from the Dirac energies plus $7.982549-8.205858=-0.22331$ from the Coulomb term (weights $1$ at direct $k=0$, $-\tfrac13$ at exchange $k=1$), $64.8$ eV in all. Gaunt adds $-0.206305$ and Breit $-0.206359$, and both bring it to $59.2$ eV, differing by $0.000054\,E_h$, about $0.0015$ eV. In this model the interval hardly depends on the choice of operator, whereas the excitation energies of these two levels from $1s^2$ change by about $0.6$ eV. Other levels move by other amounts and in either direction: the $k=0$ exchange element above makes Breit minus Gaunt $+0.21$ eV for $(1s2s)_0$ and $-0.21$ eV for $(1s2s)_1$. The small difference in the interval compares the two operators only and does not measure the terms left out of both. The numbers omit second and higher orders in the electron interaction, radiative corrections, recoil, nuclear size and the frequency dependence of the exchanged photon, whose parameter $(\epsilon_b-\epsilon_a)r/c$ is about $0.2$ at $r\approx2/Z$, where the product of the $1s$ and $2p$ radial functions peaks. With the real part of the frequency-dependent one-photon exchange and the same orbitals, the shifts become $0.21876$ and $0.01047\,E_h$, much nearer the Breit than the Gaunt values, and the interval falls by about $0.05$ eV, to $59.1$ eV, so its last digit above is not fixed even within first order.
